# Spin Diffusion with Rashba and Dresselhaus Coupling: The Persistent Helix

## Spin diffusion and the persistent helix

Before computing how a spin pattern decays in a quantum well, one has to decide whether each spin component can be given a single relaxation time, or whether precession must be kept coupled to motion. The first choice gives a local decay rate plus ordinary diffusion, so that a finer pattern always decays faster. With Rashba and linear Dresselhaus coupling this can fail completely: when the two strengths are equal, uniform spin along some directions decays, while a helix of one particular wavevector does not. The coupled diffusion equations derived here contain both facts.

### Hamiltonian and axes

Take electrons of effective mass $m$ in a (001) well, with $x,y$ along the cubic axes and $\mathbf k=-i\nabla$:

$$H=\frac{\hbar^2k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y)+\beta(k_x\sigma_x-k_y\sigma_y)+V(\mathbf r).\tag{1}$$

The potential $V$ describes spin-independent disorder. The couplings multiply $k\sigma$ with no factor $1/2$; this convention fixes the factor 4 in the helix wavevector.

Let $u$ point along $[110]$ and $v$ along $[\bar110]$, so that $(u,v,z)$ is right-handed. Then $k_x=(k_u-k_v)/\sqrt2$ and $k_y=(k_u+k_v)/\sqrt2$, with the same relations for $\sigma$. The Rashba bracket becomes

$$\tfrac12\left[(k_u+k_v)(\sigma_u-\sigma_v)-(k_u-k_v)(\sigma_u+\sigma_v)\right]=k_v\sigma_u-k_u\sigma_v,$$

and the Dresselhaus bracket becomes

$$\tfrac12\left[(k_u-k_v)(\sigma_u-\sigma_v)-(k_u+k_v)(\sigma_u+\sigma_v)\right]=-k_v\sigma_u-k_u\sigma_v.$$

Hence

$$H_{\rm so}=(\alpha-\beta)k_v\sigma_u-(\alpha+\beta)k_u\sigma_v.\tag{2}$$

Write $H_{\rm so}=\frac{\hbar}{2}\boldsymbol\Omega\cdot\boldsymbol\sigma$. The Heisenberg equation $\dot\sigma_i=\frac{i}{2}\Omega_j[\sigma_j,\sigma_i]$, with $[\sigma_j,\sigma_i]=2i\epsilon_{jik}\sigma_k$, gives $\dot{\boldsymbol\sigma}=\boldsymbol\Omega\times\boldsymbol\sigma$. Using $\mathbf v=\hbar\mathbf k/m$,

$$\boldsymbol\Omega=q_-v_v\,\mathbf e_u-q_+v_u\,\mathbf e_v,\qquad q_\pm=\frac{2m(\alpha\pm\beta)}{\hbar^2}.\tag{3}$$

The precession frequency is linear in velocity, so $q_\pm$ is a precession angle per unit distance travelled.

### From the kinetic equation to diffusion

Let $\mathbf f(\mathbf r,\varphi,t)$ be the spin distribution of electrons at the Fermi energy moving in direction $\varphi$, normalized so that its angular average $\langle\mathbf f\rangle=\mathbf s$ is the spin density. For isotropic elastic scattering with time $\tau$,

$$\partial_t\mathbf f+\mathcal L\mathbf f=-\frac{\mathbf f-\mathbf s}{\tau},\qquad \mathcal L=\mathbf v\cdot\nabla-\boldsymbol\Omega\times.\tag{4}$$

The sign of the precession term follows from $\dot{\mathbf s}=\boldsymbol\Omega\times\mathbf s$. This description needs $k_F\ell\gg1$, where $\ell=v_F\tau$. It also drops the spin-dependent part of the velocity, of size $|\alpha\pm\beta|/\hbar$. Relative to $v_F$ this is $|q_\pm|/2k_F$, and the resulting coupling between spin and charge density is neglected.

Inserting (3) and grouping by velocity component,

$$\mathcal L=v_u\mathcal D_u+v_v\mathcal D_v,\qquad \mathcal D_u=\partial_u+q_+\mathbf e_v\times,\quad \mathcal D_v=\partial_v-q_-\mathbf e_u\times.\tag{5}$$

Averaging (4) over angle removes the collision term, because scattering conserves spin:

$$\partial_t\mathbf s=-\langle\mathcal L\mathbf f\rangle.\tag{6}$$

Now let the pattern vary slowly, $q\ell\ll1$, and let precession between collisions be small, $|q_\pm|\ell\ll1$. Then $\tau\mathcal L$ is small. Equation (4) gives $\mathbf f-\mathbf s=-\tau(\partial_t+\mathcal L)\mathbf f$, and to first order $\mathbf f=\mathbf s-\tau\mathcal L\mathbf s$; the time derivative is of second order, as (6) will confirm. Since $\mathcal L$ is odd in velocity, $\langle\mathcal L\mathbf s\rangle=0$, and

$$\partial_t\mathbf s=\tau\langle\mathcal L^2\rangle\mathbf s.$$

The second-order part of $\mathbf f$ is even in velocity and contributes nothing to (6), so the first corrections to the rates are smaller by two powers of $q\ell$ or $q_\pm\ell$.

On the Fermi circle $\langle v_u^2\rangle=\langle v_v^2\rangle=v_F^2/2$ and $\langle v_uv_v\rangle=0$. The mixed products of $\mathcal D_u$ and $\mathcal D_v$ therefore drop out in either order:

$$\partial_t\mathbf s=D\left(\mathcal D_u^2+\mathcal D_v^2\right)\mathbf s,\qquad D=\tfrac12v_F^2\tau.\tag{7}$$

To expand the squares, use

$$\mathbf e_v\times\mathbf s=s_z\mathbf e_u-s_u\mathbf e_z,\qquad \mathbf e_u\times\mathbf s=s_v\mathbf e_z-s_z\mathbf e_v,$$

and $\mathbf e\times(\mathbf e\times\mathbf s)=\mathbf e(\mathbf e\cdot\mathbf s)-\mathbf s$ for a unit vector $\mathbf e$. Thus $\mathcal D_u^2$ adds $-q_+^2$ to the $u$ and $z$ components and the cross term $2q_+\partial_u(s_z\mathbf e_u-s_u\mathbf e_z)$. Likewise $\mathcal D_v^2$ adds $-q_-^2$ to the $v$ and $z$ components and $-2q_-\partial_v(s_v\mathbf e_z-s_z\mathbf e_v)$. Collecting components,

$$\begin{aligned}
\partial_ts_u&=D(\nabla^2-q_+^2)s_u+2Dq_+\partial_us_z,\\
\partial_ts_v&=D(\nabla^2-q_-^2)s_v+2Dq_-\partial_vs_z,\\
\partial_ts_z&=D(\nabla^2-q_+^2-q_-^2)s_z-2Dq_+\partial_us_u-2Dq_-\partial_vs_v.
\end{aligned}\tag{8}$$

For uniform spin the gradients vanish and the rates are $Dq_+^2$, $Dq_-^2$ and $D(q_+^2+q_-^2)$. The first equals $\tau\langle\Omega_v^2\rangle$: spin along $u$ is lost through random precession about $v$, and more frequent scattering slows the loss. The gradient terms record that electrons arriving from one side have precessed in the opposite sense to those from the other. A calculation with only local relaxation times omits them.

### The helix at equal strengths

Take $\mathbf s=\mathbf S\,e^{iqu-\Gamma t}$. The component $s_v$ separates, with rate $D(q^2+q_-^2)$. The others obey

$$\begin{aligned}
\Gamma S_u&=D(q^2+q_+^2)S_u-2iDq_+q\,S_z,\\
\Gamma S_z&=D(q^2+q_+^2+q_-^2)S_z+2iDq_+q\,S_u.
\end{aligned}\tag{9}$$

The product of the off-diagonal coefficients is $4D^2q_+^2q^2$, so the determinant condition gives

$$\Gamma_\pm=D\left[q^2+q_+^2+\frac{q_-^2}{2}\pm\sqrt{\frac{q_-^4}{4}+4q_+^2q^2}\right].\tag{10}$$

Now set $\alpha=\beta>0$. Then $q_-=0$, and for $q>0$

$$\Gamma_\mp=D(q\mp Q)^2,\qquad Q=q_+=\frac{4m\alpha}{\hbar^2}.\tag{11}$$

The lower rate vanishes at $q=Q$. There the first line of (9) requires $S_z=-iS_u$, and the real part of the solution is

$$\mathbf s(u)=S\,(\cos Qu,\;0,\;\sin Qu).\tag{12}$$

The mirror helix $(\cos Qu,0,-\sin Qu)$ has $S_z=+iS_u$ and decays at $4DQ^2$. The wavevector alone does not secure a long life; the handedness must also be right.

The reason is geometric. At equal strengths $\boldsymbol\Omega=-Qv_u\mathbf e_v$. The axis is fixed, and an electron displaced by $\Delta u$ has turned through $-Q\Delta u$ about it, however often it has scattered on the way. An electron that starts with the helix's local spin therefore arrives with the helix's local spin.

A grating of $s_z$ contains both helices in equal parts. At wavevector $Q$,

$$(0,0,1)=\tfrac12(i,0,1)+\tfrac12(-i,0,1),$$

where the first vector is persistent and the second is the mirror. A grating that starts as $s_z=S\cos Qu$ evolves as

$$s_z=\frac S2\left(1+e^{-4DQ^2t}\right)\cos Qu,\qquad s_u=-\frac S2\left(1-e^{-4DQ^2t}\right)\sin Qu.\tag{13}$$

Half the amplitude survives, and the missing spin component grows until the pattern is a helix.

### Why the lifetime is infinite beyond diffusion

Equation (11) was derived for small $Q\ell$, and a vanishing leading rate could still hide a small higher-order one. The kinetic equation rules this out within its own terms. At $\alpha=\beta$ one has $\mathcal L=v_u(\partial_u+Q\mathbf e_v\times)+v_v\partial_v$, which annihilates (12). The isotropic choice $\mathbf f=\mathbf s$ also makes the collision term vanish. The helix is thus stationary in (4) for any $Q\ell$.

The Hamiltonian gives a stronger statement. At $\alpha=\beta$ the coupling (2) is $-2\alpha k_u\sigma_v$. Since $\hbar^2Q/2m=2\alpha$ and $\sigma_v^2=1$, completing the square gives

$$H=\frac{\hbar^2}{2m}\left[\left(k_u-\tfrac12Q\sigma_v\right)^2+k_v^2\right]+V(\mathbf r)-\frac{\hbar^2Q^2}{8m}.\tag{14}$$

Without disorder the bands are two parabolas, centred at $k_u=\pm Q/2$ for $\sigma_v=\pm1$; the helix wavevector is their separation. Define the local spin rotation $U=e^{iQu\sigma_v/2}$. Differentiation gives $k_uU=U(k_u+\frac12Q\sigma_v)$, hence $(k_u-\frac12Q\sigma_v)U=Uk_u$ and

$$U^\dagger HU=\frac{\hbar^2k^2}{2m}+V(\mathbf r)-\frac{\hbar^2Q^2}{8m}.\tag{15}$$

The right side contains no spin and commutes with $\sigma_u$, so $H$ commutes with $W=U\sigma_uU^\dagger$. Because $\sigma_u$ anticommutes with $\sigma_v$, and $\sigma_v\sigma_u=-i\sigma_z$,

$$W=e^{iQu\sigma_v}\sigma_u=\cos(Qu)\,\sigma_u+\sin(Qu)\,\sigma_z.\tag{16}$$

The expectation value of $W$, which is the overlap of the spin density with the helix (12), is constant. Starting from $\sigma_z$ instead gives a second conserved operator, $\cos(Qu)\sigma_z-\sin(Qu)\sigma_u$, so the phase of the helix is fixed too. No assumption about $k_F\ell$ or $q_\pm/k_F$ entered. For many electrons, the product of the rotations $U$ leaves every function of the positions unchanged, so density–density interactions preserve the result.

What is conserved is the Fourier amplitude at $Q$. A helix confined to a finite spot still spreads, because its neighbouring wavevectors decay at $D(q-Q)^2$.

The same rotation gives the mirror helix's rate without assuming small $Q\ell$. In the rotated frame precession disappears, and the mirror helix becomes a pattern of wavevector $2Q$ that moves without precessing. For a mode with rate $\Gamma$, (4) then reads $g(1-\Gamma\tau+2iQ\ell\cos\varphi)=\langle g\rangle$. Dividing by the bracket, averaging, and using $\langle(a+ib\cos\varphi)^{-1}\rangle=(a^2+b^2)^{-1/2}$ for $a>0$,

$$\Gamma_{\rm mirror}=\frac{1-\sqrt{1-4Q^2\ell^2}}{\tau},\qquad 2Q\ell<1.\tag{17}$$

Its expansion begins with $2Q^2\ell^2/\tau=4DQ^2$, in agreement with (11).

### Unequal strengths

For patterns along $u$, minimize the lower branch of (10) with respect to $q^2$. With $R$ denoting the square root, the condition is $1-2q_+^2/R=0$, or $R=2q_+^2$. Squaring and solving,

$$q_*^2=q_+^2-\frac{q_-^4}{16q_+^2},\qquad \Gamma_*=D\left[\frac{q_-^2}{2}-\frac{q_-^4}{16q_+^2}\right].\tag{18}$$

This is a minimum, because $R$ grows with $q^2$, and it exists at nonzero $q$ if $q_-^2<4q_+^2$. The rate of $s_v$ is at least $Dq_-^2$, so it does not compete.

Near equality the lifetime is about $2/Dq_-^2$ and grows as $(\alpha-\beta)^{-2}$. In the opposite case of pure Rashba coupling, $q_-=q_+$ and $\Gamma_*=\frac7{16}Dq_+^2$. Even there a helix outlives uniform $s_u$, by a factor $16/7$. If instead $\beta=-\alpha$, then $q_+=0$, and $\mathcal D_v\mathbf s=0$ gives a persistent helix $(0,\cos q_-v,\sin q_-v)$ along the other axis.

### The cubic Dresselhaus term

The linear coupling with $\beta=\gamma\langle k_z^2\rangle$ comes with a cubic partner,

$$H_3=-\gamma(k_xk_y^2\sigma_x-k_yk_x^2\sigma_y).\tag{19}$$

Let $\varphi$ now be measured from $x$. On the Fermi circle $k_xk_y^2=\frac14k_F^3(\cos\varphi-\cos3\varphi)$ and $k_yk_x^2=\frac14k_F^3(\sin\varphi+\sin3\varphi)$. Therefore

$$H_3=-\frac{\gamma k_F^2}{4}(k_x\sigma_x-k_y\sigma_y)+\frac{\gamma k_F^3}{4}(\cos3\varphi\,\sigma_x+\sin3\varphi\,\sigma_y).\tag{20}$$

The first part shifts $\beta$ to $\beta-\gamma k_F^2/4$ and can be compensated by tuning $\alpha$. The second is a precession of frequency $\Omega_3=\gamma k_F^3/2\hbar$ about an axis that turns three times around the circle. It is not proportional to velocity, so the angle turned depends on the path as well as the displacement.

In $\tau\langle\mathcal L^2\rangle$ its cross terms with $\mathbf v$ average to zero. Its square gives decay rates $\frac12\tau\Omega_3^2$ for in-plane spin and $\tau\Omega_3^2$ for $s_z$. The helix has equal weight in $s_u$ and $s_z$, so, as long as $\tau\Omega_3^2\ll4DQ^2$ and admixture of the mirror helix is negligible,

$$\Gamma_{\rm cubic}=\tfrac34\tau\Omega_3^2.\tag{21}$$

The $\tau$ in (21) is the time in which scattering erases a third angular harmonic. It equals the time that fixes $D$ only for isotropic scattering. For small-angle scattering the $n$-th harmonic relaxes at a rate proportional to $n^2$, so at the same $D$ the rate (21) is nine times smaller.

A Zeeman term along $u$ or $z$ likewise becomes position-dependent under $U$, and the helix decays. A Zeeman term along $v$ is unchanged by $U$. It rotates the two conserved operators into each other, so the helix keeps its amplitude but slides along $u$, its phase advancing at the Larmor frequency.

### A worked example

The lengths are microns and the energies meV, so nm, ps and meV are more natural than atomic units. Choose the model parameters $m=0.07$ electron masses, $\alpha=\beta=0.5$ meV nm, density $n=0.005$ nm$^{-2}$ and $\tau=0.2$ ps. Then $\hbar^2/m=1088.6$ meV nm², and

$$Q=\frac{4\times0.5}{1088.6}=1.837\times10^{-3}\ \text{nm}^{-1},\qquad \frac{2\pi}{Q}=3420\ \text{nm}=3.42\ \mu\text{m}.$$

The Fermi wavevector is $k_F=\sqrt{2\pi n}=0.177$ nm$^{-1}$, which gives $v_F=293$ nm/ps, $\ell=58.6$ nm and $D=\frac12v_F\ell=8590$ nm²/ps. The small parameters are $Q\ell=0.108$ and $Q/k_F=0.010$, while $k_F\ell=10.4$. The Fermi energy is 17.1 meV, or 198 K in temperature units, so the numbers below hold for a degenerate electron gas well below that temperature.

With $DQ^2=0.0290$ ps$^{-1}$, uniform $s_u$ or $s_z$ lives 34.5 ps. The mirror helix lives a quarter of that, 8.62 ps. Equation (17) gives 8.52 ps, a difference of about 1%, as expected from corrections of order $(Q\ell)^2$.

For the grating, (13) gives relative amplitudes of 0.657 at 10 ps, 0.515 at 30 ps and 0.500 at 200 ps. Solving (4) numerically, with 16 equally spaced directions and a matrix exponential, gives 0.658, 0.515 and 0.500. The kinetic value is slightly higher at 10 ps because an initially isotropic distribution has $\langle\mathcal L\mathbf s\rangle=0$, so its decay starts with zero slope.

Lowering $\beta$ to 0.4 meV nm gives $q_+=1.654\times10^{-3}$ and $q_-=1.837\times10^{-4}$ nm$^{-1}$. The longest lifetime along $u$ is, from (18), 6.91 ns; minimizing the numerical kinetic rate over $q$ gives 6.92 ns. A 20% mismatch thus makes the lifetime finite, yet leaves it about $2(q_+/q_-)^2=162$ times that of uniform $s_u$ in the same well.

Finally take $\gamma=5$ meV nm³. The shift $\gamma k_F^2/4$ is 0.039 meV nm, and it is compensated by raising $\beta$ from 0.5 to 0.539 meV nm at fixed $\alpha$. The remaining frequency is $\Omega_3=0.0211$ ps$^{-1}$, and (21) gives a lifetime of 14.9 ns, as does the numerical kinetic equation. This value holds for isotropic scattering and for temperatures of a few kelvin. Since $\Omega_3^2$ grows as the cube of the energy, thermal averaging at fixed $\tau$ raises the rate (21) by about $1+\pi^2(k_BT/E_F)^2$, already 10% at 20 K, and the shift of $\beta$ is compensated only at the Fermi energy. For these parameters and at low temperature the cubic term limits the retuned helix less than the 20% mismatch does, but no choice of $\alpha$ removes its third harmonic. These nanosecond lifetimes include only the mechanisms in (1) and (19); in a real well others, such as a Rashba coupling that varies from place to place, can shorten them.
